# Step flow and pits in the etch rate near silicon (111)

A simulation of an etched silicon profile needs the etch rate $R(\theta)$ of surfaces tilted by a small angle $\theta$ from (111). Suppose that the rate $r_0$ of the exact (111) face and the speed $v$ of the steps are known. One must decide whether to enter $R=r_0+v\sin\theta$. The term $v\sin\theta$ is correct, but $r_0$ is in general the wrong quantity to add it to. If the exact face etches by opening pits, the steps of a tilted surface can consume those pits. In the model treated below, the pit contribution therefore falls as the tilt grows. In the example below the simple sum is about a third too large at $1^\circ$.

## Setting and assumptions

Let $z$ be the outward [111] direction, and let $x$ lie in the terrace plane, perpendicular to the step edges. All edges are straight and parallel, so the problem is one-dimensional. Let $n(x,t)$ be the number of layers removed at $x$. The surface height is $z=-hn$, with $h$ the height of one step. On the macroscopic scale the surface is a plane of slope $\tan\theta$, with $0\le\theta<90^\circ$.

A *forward* edge moves towards $+x$ and has one more layer removed on its left than on its right. A *backward* edge moves towards $-x$ and has the extra layer removed on its right. Their numbers per unit length of $x$ are $\rho_+$ and $\rho_-$. The assumptions are as follows.

- **A1.** Material leaves at edges only, and every edge moves at speed $v$ along the terrace.
- **A2.** A pit is a straight trench, one layer deep and of zero initial width. Its left side is a backward edge and its right side a forward edge.
- **A3.** When a forward and a backward edge meet, the strip between them is gone and both edges vanish.
- **A4.** The surface is statistically steady.
- **A5.** Trenches open at random, at a rate $\Gamma$ per unit length and time, independent of place and of the edges present.

**Theorem.** Let $R$ be the etch rate along the macroscopic normal.

(a) Under A1 to A4,
$$R=v\sin\theta+r(\theta)\cos\theta,\qquad r(\theta)=2hv\rho_- ,$$
where $r(\theta)$ is the pit contribution along [111] at the same tilt.

(b) If A5 also holds, then on a long surface in the steady state of Lemma 3,
$$R^2=r_0^2\cos^2\theta+v^2\sin^2\theta,\qquad r_0=h\sqrt{2\Gamma v}.$$

Without pits $\rho_-=0$, and (a) reduces to $R=v\sin\theta$.

## The height of a step

**Lemma 1.** The (111) planes of the diamond lattice with cubic edge $a$ are separated alternately by $\sqrt3a/12$ and $\sqrt3a/4$. The repeat distance is $a/\sqrt3$.

*Proof.* The face-centred cubic translations are integer combinations of $\tfrac a2(0,1,1)$, $\tfrac a2(1,0,1)$ and $\tfrac a2(1,1,0)$. The components of each add up to $a$, so the projection on $(1,1,1)/\sqrt3$ is $a/\sqrt3$. One family of planes therefore lies at $ma/\sqrt3$ with integer $m$. The second atom of the basis is displaced by $\tfrac a4(1,1,1)$, which projects to $\tfrac{3a}{4\sqrt3}=\tfrac{\sqrt3a}{4}$. The remaining gap is
$$\frac{a}{\sqrt3}-\frac{\sqrt3a}{4}=\frac{4\sqrt3a-3\sqrt3a}{12}=\frac{\sqrt3a}{12}.\qquad\blacksquare$$

The gaps are $0.4330a$ and $0.1443a$, with sum $0.5774a$. The four bonds of an atom of the first family point along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$, each with length factor $a/4$. The first crosses the wide gap and the other three cross the narrow one. A cut through the wide gap breaks one bond per atom instead of three. We take the terraces to be such cuts, so that one step removes a bilayer and $h=a/\sqrt3$. The term $v\sin\theta$ does not contain $h$, but the pit rate does.

## Part (a): counting edges

**Lemma 2.** If the mean surface recedes at rate $W$ along $z$, then $R=W\cos\theta$.

*Proof.* The mean surface is $z=x\tan\theta-Wt$. In a time $\Delta t$ it shifts by $W\Delta t$ along $z$. Two parallel planes of slope $\tan\theta$ with this vertical separation are a distance $W\Delta t/\sqrt{1+\tan^2\theta}=W\Delta t\cos\theta$ apart. $\blacksquare$

*Proof of (a).* Crossing a forward edge in the direction of $+x$ lowers $n$ by one and raises the surface by $h$. Crossing a backward edge lowers it by $h$. The mean slope is therefore
$$\tan\theta=h(\rho_+-\rho_-). \tag{1}$$
In a time $\Delta t$ each edge, of either kind, sweeps a length $v\Delta t$ and removes one layer from it. The birth of a trench of zero width removes nothing by itself, and neither does the meeting of two edges. Hence
$$W=hv(\rho_++\rho_-)=hv(\rho_+-\rho_-)+2hv\rho_-=v\tan\theta+2hv\rho_- , \tag{2}$$
where (1) was used in the last step. Multiplication by $\cos\theta$ gives (a), since $\tan\theta\cos\theta=\sin\theta$. $\blacksquare$

The first term belongs to the forward edges that the tilt requires. The second belongs to the backward edges and an equal number of forward ones. This is a division of numbers, not of origins: an original step edge can vanish with the backward edge of a trench, and the forward edge of that trench then takes its place.

**Remark (sine and tangent).** For a train without pits and with mean terrace width $L=h/\tan\theta$, the rate along [111] is $hv/L=v\tan\theta$. The sine appears when the rate is referred to the macroscopic normal. Uneven terraces change nothing, because (2) contains only densities. As an illustration, take $h=0.3$ nm, $v=200$ nm/min and $\theta=10^\circ$, and shift each step at random by up to 0.4 of a terrace width. Straight lines fitted by least squares to this staircase before and after one minute are 34.73 nm apart, measured perpendicularly. The two candidates are $v\sin\theta=34.73$ nm/min and $v\tan\theta=35.27$ nm/min.

**Remark (curved edges).** Real pits are closed figures. Suppose that edges of any shape move at the same speed $v$ along their own normals. Then $W=hv\lambda$, with $\lambda$ the edge length per unit terrace area. An edge element of length $dl$ whose normal makes an angle $\varphi$ with $x$ contributes $|\cos\varphi|\,dl\le dl$ to the crossings met by lines parallel to $x$. The density of crossings is thus at most $\lambda$, and at least the net density $\tan\theta/h$. It follows that $W\ge v\tan\theta$ and $R\ge v\sin\theta$. The step term survives as a lower bound for pits of any shape, whereas part (b) is specific to trenches.

## When the speed depends on terrace width

If A1 is relaxed and step $j$ of a pit-free train has speed $v_j$, the same count gives $R=\bar v\sin\theta$, with $\bar v$ the mean over steps. This is proportional to $\sin\theta$ only if $\bar v$ does not change with tilt.

Let the speed be a strictly increasing function $v(w)$ of the width $w$ of the terrace ahead. On a ring of steps, $w_j=s_{j+1}-s_j$, where $s_j$ is the position of step $j$, so that
$$\dot w_j=v(w_{j+1})-v(w_j).$$
Let $F$ be a function with $F'=v$. It is strictly convex, and so lies above its tangent at $w_{j+1}$:
$$F(w_j)\ge F(w_{j+1})+v(w_{j+1})(w_j-w_{j+1}).$$
On summing over the ring, the terms in $F$ cancel, and $\sum_j w_jv(w_{j+1})\le\sum_j w_jv(w_j)$ remains. Therefore
$$\frac{d}{dt}\,\frac12\sum_jw_j^2=\sum_jw_j\left[v(w_{j+1})-v(w_j)\right]\le0,$$
with equality only when all widths are equal. Since $\sum_jw_j$ is fixed, the train evens out, and $R=v(h/\tan\theta)\sin\theta$.

Take $v(w)=v_\infty w/(w+\ell)$, with $v_\infty=200$ nm/min, $\ell=20$ nm and $h=0.3$ nm. At $1^\circ$ the terrace width is 17.19 nm, the speed is $200\times17.19/37.19=92.4$ nm/min, and $R=1.613$ nm/min. At $2^\circ$ it is 2.097 nm/min. Integrating the motion of twelve initially uneven steps by Euler's method, and counting passages of a fixed point after the train has settled, gives 1.614 and 2.097 nm/min. Doubling the tilt raises the rate by a factor of 1.30 and not 2. A bend in a measured $R(\theta)$ can thus arise without any pits.

## Part (b): the steady state with random trenches

Part (a) leaves $\rho_-$ open. It is fixed by the balance between the opening of trenches and the meeting of edges. An estimate that treats the edges as uncorrelated would need a justification, which the next lemma supplies.

**Lemma 3.** Put the surface on a ring of length $\Lambda$ with $n_+$ forward and $n_-$ backward edges, where $M=n_+-n_-\ge0$ is fixed by the tilt. Give every configuration the probability density
$$P\propto\kappa^{\,n_-},\qquad \kappa=\frac{\Gamma}{2v},$$
whatever the positions of the edges, edges of one kind being indistinguishable. This distribution is stationary.

*Proof.* Births and meetings change $n_+$ and $n_-$ together, so $M$ is conserved. Three processes must balance.

*Free motion.* Each edge moves at constant velocity and the density does not depend on position. Motion away from contacts leaves it unchanged.

*Loss and gain of a configuration $X$.* Births remove probability from $X$ at the rate $\Gamma\Lambda P(X)$. Probability enters $X$ from configurations that have one additional pair, a forward edge on the left of a backward edge, about to meet. The gap closes at speed $2v$, so the inflow per unit length of meeting place is $2v\kappa P(X)$. Over the ring it is $2v\kappa\Lambda P(X)$. This equals the loss if $2v\kappa=\Gamma$.

*Newborn pairs.* When the backward edge is on the left of the forward edge, the two separate. At zero gap the density $\kappa P(X)$ is carried away at relative speed $2v$, and births must supply this flux. They supply $\Gamma P(X)$ per unit length, so the condition is again $2v\kappa=\Gamma$. $\blacksquare$

That the surface reaches this state is taken here as part of the steady-state assumption. The simulation described below starts from evenly spaced steps and comes within 2% of the density product derived next.

**Lemma 4.** On a long ring $\rho_+\rho_-=\Gamma/(2v)$. The relative shortfall at finite length is at most $1/(\sqrt\kappa\,\Lambda)$.

*Proof.* Integration over the positions of indistinguishable edges gives, with $n=n_-$ and $n_+=n+M$,
$$p(n)\propto\frac{\kappa^n\Lambda^{2n+M}}{n!\,(n+M)!}.$$
Consequently $n(n+M)\,p(n)=\kappa\Lambda^2p(n-1)$. Multiplying by $g(n-1)$, for any function $g$ with finite averages, and summing over $n\ge1$, we find
$$\langle n(n+M)\,g(n-1)\rangle=\kappa\Lambda^2\langle g(n)\rangle. \tag{3}$$
The choice $g=1$ gives $\langle n_+n_-\rangle=\kappa\Lambda^2$. Since $n_+$ and $n_-$ differ by a constant,
$$\langle n_+\rangle\langle n_-\rangle=\kappa\Lambda^2-\mathrm{Var}(n). \tag{4}$$

It remains to bound the variance. Let $A(n)=1/(n+1+M)$. Equation (3) with $g=A$ gives $\langle n\rangle=\kappa\Lambda^2\langle A\rangle$. With $g=(n+1)A$ it gives $\langle n^2\rangle=\kappa\Lambda^2\langle(n+1)A\rangle$. As $n+1$ increases with $n$ and $A$ decreases, their covariance is not positive, so $\langle(n+1)A\rangle\le\langle n+1\rangle\langle A\rangle$. Hence
$$\langle n^2\rangle\le(\langle n\rangle+1)\langle n\rangle,\qquad \mathrm{Var}(n)\le\langle n\rangle .$$
Moreover $\langle n\rangle^2\le\langle n^2\rangle\le\langle n(n+M)\rangle=\kappa\Lambda^2$, so $\mathrm{Var}(n)\le\sqrt\kappa\,\Lambda$. Division of (4) by $\kappa\Lambda^2$ proves the claim. $\blacksquare$

*Proof of (b).* From (1) and Lemma 4,
$$(\rho_++\rho_-)^2=(\rho_+-\rho_-)^2+4\rho_+\rho_-=\frac{\tan^2\theta}{h^2}+\frac{2\Gamma}{v}.$$
Multiplication by $h^2v^2$ and use of (2) give
$$W^2=v^2\tan^2\theta+2\Gamma vh^2 .$$
At $\theta=0$ this is $r_0^2=2\Gamma vh^2$. Multiplying by $\cos^2\theta$ and using Lemma 2 gives the stated law. $\blacksquare$

The pit contribution follows by subtraction:
$$r(\theta)=\sqrt{r_0^2+v^2\tan^2\theta}-v\tan\theta=\frac{r_0^2}{\sqrt{r_0^2+v^2\tan^2\theta}+v\tan\theta}.$$
The second form, obtained by multiplying and dividing by the sum of the two terms, shows that $r$ decreases with tilt. More forward edges mean that a backward edge meets one sooner.

The simple sum $r_0+v\sin\theta$ overestimates the rate. This is so even if $r_0$ is first projected on the macroscopic normal, which makes the sum smaller, because
$$(r_0\cos\theta+v\sin\theta)^2-R^2=2r_0v\sin\theta\cos\theta>0\qquad(0<\theta<90^\circ).$$

## Limits and the reading of a step speed

Replacing $\cos^2\theta$ by $1-\sin^2\theta$ gives
$$R^2=r_0^2+(v^2-r_0^2)\sin^2\theta. \tag{5}$$
For $v\theta\ll r_0$ and $\theta\ll1$, expansion of the square root yields
$$R-r_0\simeq\frac{v^2-r_0^2}{2r_0}\,\theta^2 .$$
The first effect of a tilt is quadratic. Extra forward edges are then almost balanced by the loss of backward ones. For $v\tan\theta\gg r_0$, taking $v\sin\theta$ out of the root gives
$$R\simeq v\sin\theta+\frac{r_0^2\cos^2\theta}{2v\sin\theta}.$$
The regimes meet near $\tan\theta=r_0/v$. If there are no pits, the quadratic regime has zero width and $R$ rises linearly from $\theta=0$.

Equation (5) also shows what happens when $v$ is read from the difference of two rates:
$$\frac{R-r_0}{\sin\theta}=\frac{(v^2-r_0^2)\sin\theta}{R+r_0}<v ,$$
for $v>r_0$, since $R\ge v\sin\theta$. Within this model the correct inversion is $v^2=(R^2-r_0^2\cos^2\theta)/\sin^2\theta$.

**Remark (unequal edges).** The two sides of a trench need not move equally fast. The (111) surface has mirror planes perpendicular to those $\langle1\bar10\rangle$ directions that lie in it, so equality follows from symmetry if $x$ is such a direction, but not for a general tilt direction. With speeds $v_+$ and $v_-$, the count (2) becomes
$$W=h(v_+\rho_++v_-\rho_-)=v_+\tan\theta+h(v_++v_-)\rho_- .$$
The step term keeps its form, with $v=v_+$. In Lemma 3 the relative speed $2v$ is replaced by $v_++v_-$, so $\rho_+\rho_-=\kappa'=\Gamma/(v_++v_-)$. With $\tau=\tan\theta/h$, the positive root of $\rho_-(\rho_-+\tau)=\kappa'$ is $\rho_-=-\tau/2+\sqrt{\tau^2/4+\kappa'}$, and
$$W=\frac{v_+-v_-}{2}\tan\theta+h(v_++v_-)\sqrt{\frac{\tau^2}{4}+\kappa'} .$$
A linear term now appears at small tilt, with half the speed difference as its coefficient. It is negative when the backward edges are the faster ones, and a slight tilt then lowers the etch rate.

## A worked example

The following are round model parameters and describe no particular etchant or material: $h=0.3$ nm, $v=200$ nm/min and $\Gamma=0.1$ per nm per min. The rate of the untilted face is
$$r_0=0.3\sqrt{2\times0.1\times200}=0.3\sqrt{40}=1.897\ \text{nm/min}.$$
At $1^\circ$ the step term is $200\times0.01745=3.490$ nm/min, and
$$R=\sqrt{1.897^2+3.490^2}=3.97\ \text{nm/min}=0.238\ \mu\text{m/h}.$$
(The factor $\cos^2 1^\circ$ has no effect at this accuracy.) The table gives rates in nm/min. The pit part is $r(\theta)\cos\theta$ and the simple sum is taken with the projected $r_0$, as $r_0\cos\theta+v\sin\theta$.

| $\theta$ | $v\sin\theta$ | pit part | $R$ | simple sum |
|---|---|---|---|---|
| 0.10° | 0.349 | 1.580 | 1.929 | 2.246 |
| 0.25° | 0.873 | 1.216 | 2.088 | 2.770 |
| 0.50° | 1.745 | 0.833 | 2.578 | 3.643 |
| 1.00° | 3.490 | 0.482 | 3.973 | 5.388 |
| 2.00° | 6.980 | 0.253 | 7.233 | 8.876 |

At $0.1^\circ$ the step term is 0.349 nm/min, yet the rate exceeds $r_0$ by only 0.032 nm/min, as the quadratic law gives. The crossover angle is $0.544^\circ$. At $1^\circ$ the simple sum is too large by 1.415 nm/min, or 36% of $R$. At $2^\circ$ the step term alone is within 4% of $R$.

These rates can be compared with a simulation of the profile $n(x,t)$ on a ring of 20,000 nm with cells of 0.5 nm. In each time step, removal spreads by one cell to either side, and random cells lose one layer at the mean rate $\Gamma$. After 10 min of settling, the mean depth is followed for 40 min. The resulting $R$ is 1.905, 2.085, 2.583 and 3.979 nm/min at $0^\circ$, $0.25^\circ$, $0.5^\circ$ and $1^\circ$. All four lie within 0.5% of the law.

The simulated density $\rho_-$ falls from 0.0158 nm$^{-1}$ on the untilted face to 0.0040 nm$^{-1}$ at $1^\circ$. The latter gives a pit contribution of $2\times0.3\times200\times0.0040=0.48$ nm/min, in agreement with the table. The product $\rho_+\rho_-$ stays between $2.46\times10^{-4}$ and $2.50\times10^{-4}$ nm$^{-2}$, against $\Gamma/(2v)=2.50\times10^{-4}$ nm$^{-2}$. The lowest value is 1.8% below the prediction. Lemma 4 allows the finite ring only 0.3%. Three other effects are larger, and they are of similar size to one another. The evenly spaced start approaches the steady state slowly at all four tilts: averaged between 10 and 50 min it leaves the product about one to two and a half per cent low, more so at the larger tilts, and the rate a fraction of a per cent low. The finite cells work the other way and raise both the product and the rate by amounts of the same order. Sampling noise on a ring of this length is about one per cent of the product. The agreement within 0.5% is therefore partly a cancellation, and the simulation supports the law at the level of about one per cent in the rate.

If the simulated rates at $0^\circ$ and $1^\circ$ were measured data, their difference divided by $\sin1^\circ$ would suggest a step speed of $(3.979-1.905)/0.01745=119$ nm/min. The inversion of (5) gives
$$v=\frac{\sqrt{3.979^2-1.905^2}}{0.01745}=200\ \text{nm/min},$$
which is the speed put in.

## Where the result stops

Part (a) needs identifiable edges with a common speed. It loses its basis when the terraces shrink to atomic widths, and it must be used with a tilt-dependent $\bar v$, taken as the mean over all edges, when neighbouring steps compete for reactant. Part (b) needs more: straight trenches, random birth places and equal edge speeds. Pits that open repeatedly at fixed defects violate A5. For a real (111) surface the trench law therefore only illustrates how pits and steps can share the removal, and it is not a quantitative prediction. For the profile simulation, the safe input is a rate measured at each tilt angle and tilt direction of interest. Where pits have been shown to be negligible, $\bar v\sin\theta$ can be used instead, with the mean step speed $\bar v$ that applies to that angle and direction.
